# The Fert-Levy three-site interaction from scattering on a heavy nonmagnetic impurity

**Q.** Two magnetic atoms in a metal couple through the conduction electrons. You say that a third atom, with no moment of its own, can make them prefer a twisted arrangement. What could a nonmagnetic atom know about the sense of a twist?

**A.** By itself it knows nothing. An electron that travels from one spin to the other by way of the impurity, however, has an orbital angular momentum about it, and spin-orbit coupling ties that angular momentum to the electron's spin. The path thus turns the spin in a definite sense.

Take free electrons of mass \(m\) at zero temperature, with Fermi energy \(E_F=\hbar^2k_F^2/2m\) held fixed. A spherical impurity sits at the origin, and spin-orbit coupling acts only inside it. Two classical unit spins \(\mathbf S_A,\mathbf S_B\) sit outside its range, at \(\mathbf R_A=R_A\mathbf n_A\) and \(\mathbf R_B=R_B\mathbf n_B\). They act on the electrons through

\[
V_i=J\,\delta(\mathbf r-\mathbf R_i)\,\boldsymbol\sigma\cdot\mathbf S_i ,\qquad i=A,B,
\]

where \(\boldsymbol\sigma\) are the Pauli matrices and \(J\) is an energy times a volume. We want the part of the energy of the form \(\mathbf D\cdot(\mathbf S_A\times\mathbf S_B)\), to second order in \(J\).

**Q.** Second-order perturbation theory usually sums over excited states. How do you keep the impurity potential, which may be strong, out of the expansion?

**A.** I put it into the unperturbed Hamiltonian \(H\) and expand in the spins alone. Let \(G=(E+i0-H)^{-1}\). The density of states is \(\rho=-(1/\pi)\,\mathrm{Im\,Tr}\,G\), and \(\mathrm{Tr}\,G=\partial_E\mathrm{Tr}\ln(E-H)\), so, up to a constant that cancels when we subtract the energy without the spins, the number of states below \(E\) is \(\mathcal N=-(1/\pi)\,\mathrm{Im\,Tr}\ln(E-H)\). At fixed \(E_F\) the relevant energy is the grand potential. Integration by parts gives

\[
\Omega=\int^{E_F}(E-E_F)\rho\,dE=-\int^{E_F}\mathcal N\,dE .
\]

With \(V=V_A+V_B\) we have \(E-H-V=(E-H)(1-GV)\), hence

\[
\Delta\Omega=\frac1\pi\,\mathrm{Im}\int^{E_F}dE\,\mathrm{Tr}\ln(1-GV).
\]

The second-order term of the logarithm is \(-\tfrac12GVGV\). The product of \(V_A\) and \(V_B\) occurs in it twice, with equal traces, which cancels the one half:

\[
E_{AB}=-\frac{J^2}{\pi}\,\mathrm{Im}\int^{E_F}dE\;
\mathrm{Tr}\big[\boldsymbol\sigma\cdot\mathbf S_A\,G_{AB}\,\boldsymbol\sigma\cdot\mathbf S_B\,G_{BA}\big].
\]

Here \(G_{AB}=G(\mathbf R_A,\mathbf R_B;E+i0)\) is a \(2\times2\) matrix in spin space.

**Q.** Then everything rests on \(G_{AB}\) in the presence of the impurity. Can you write it without knowing the potential?

**A.** Outside the impurity, yes: phase shifts suffice. Without the impurity, with \(E=\hbar^2k^2/2m\), \(R_{AB}=|\mathbf R_A-\mathbf R_B|\) and \(c=\mathbf n_A\cdot\mathbf n_B\),

\[
G^0_{AB}=-\frac{m}{2\pi\hbar^2}\frac{e^{ikR_{AB}}}{R_{AB}}
=-\frac{imk}{2\pi\hbar^2}\sum_l(2l+1)\,j_l(kr_<)h_l(kr_>)P_l(c).
\]

Here \(r_<\) and \(r_>\) are the smaller and larger of \(R_A,R_B\), and \(h_l=j_l+in_l\) is the outgoing wave. The factor \(j_l\) is the radial solution regular at the origin. With the impurity, the regular solution outside becomes

\[
e^{i\delta}(\cos\delta\,j_l-\sin\delta\,n_l)=j_l+i\,t\,h_l,\qquad t=e^{i\delta}\sin\delta .
\]

To check this, note that \(1+it=e^{i\delta}\cos\delta\) multiplies \(j_l\), and \(i\cdot i\,t=-t\) multiplies \(n_l\). Adding a multiple of \(h_l\) leaves the Wronskian with \(h_l\) unchanged, so the source strength is still correct. The extra term in \(G\) is therefore

\[
\frac{mk}{2\pi\hbar^2}\,(2l+1)\,t\,h_l(kR_A)h_l(kR_B)P_l(c).
\]

**Q.** That has no spin in it yet.

**A.** Spin-orbit coupling gives different phase shifts \(\delta_{l\pm}\) for \(j=l\pm\tfrac12\), and so different amplitudes \(t_{l\pm}\). With \(\mathbf L\) in units of \(\hbar\), \(\boldsymbol\sigma\cdot\mathbf L\) equals \(l\) for \(j=l+\tfrac12\) and \(-(l+1)\) for \(j=l-\tfrac12\). The projectors on the two values of \(j\) are

\[
\mathcal P_+=\frac{l+1+\boldsymbol\sigma\cdot\mathbf L}{2l+1},\qquad
\mathcal P_-=\frac{l-\boldsymbol\sigma\cdot\mathbf L}{2l+1}.
\]

We replace \(t\) by \(t_{l+}\mathcal P_++t_{l-}\mathcal P_-\), acting on \(P_l(c)\). The spin-dependent part is \((t_{l+}-t_{l-})\,\boldsymbol\sigma\cdot\mathbf L/(2l+1)\). Since \(\mathbf L=-i\,\mathbf r\times\nabla\) acts on the direction \(\mathbf n_A\),

\[
\mathbf L\,P_l(\mathbf n_A\cdot\mathbf n_B)=-i\,P_l'(c)\,\mathbf n_A\times\mathbf n_B .
\]

This is where the cross product enters. Writing \(\mathbf N=\mathbf n_A\times\mathbf n_B\), we have

\[
G_{AB}=g-iq\,\boldsymbol\sigma\cdot\mathbf N,\qquad
q=\frac{mk}{2\pi\hbar^2}\sum_l(t_{l+}-t_{l-})P_l'(c)\,h_l(kR_A)h_l(kR_B),
\]

\[
g=G^0_{AB}+\frac{mk}{2\pi\hbar^2}\sum_l\big[(l+1)t_{l+}+l\,t_{l-}\big]P_l(c)\,h_l(kR_A)h_l(kR_B).
\]

Exchanging A and B leaves \(g\) and \(q\) alone and reverses \(\mathbf N\), so \(G_{BA}=g+iq\,\boldsymbol\sigma\cdot\mathbf N\).

The sign and geometry of \(q\) were tested for a weak Gaussian spin-orbit potential: a three-dimensional integral over the scattering point agrees with the partial-wave sum to a relative \(4\times10^{-11}\).

**Q.** A spin-dependent propagator need not give an antisymmetric energy. Show me the trace.

**A.** Abbreviate \(\alpha=\boldsymbol\sigma\cdot\mathbf S_A\), \(\beta=\boldsymbol\sigma\cdot\mathbf S_B\), \(\nu=\boldsymbol\sigma\cdot\mathbf N\). Then

\[
\mathrm{Tr}[\alpha(g-iq\nu)\beta(g+iq\nu)]
=g^2\,\mathrm{Tr}\,\alpha\beta+igq\,(\mathrm{Tr}\,\alpha\beta\nu-\mathrm{Tr}\,\alpha\nu\beta)+q^2\,\mathrm{Tr}\,\alpha\nu\beta\nu .
\]

The first trace is \(2\,\mathbf S_A\cdot\mathbf S_B\). A trace of three such matrices is \(2i\) times the triple product of their vectors. Thus \(\mathrm{Tr}\,\alpha\beta\nu=2i\,\mathbf N\cdot(\mathbf S_A\times\mathbf S_B)\), and exchanging two factors reverses the sign. The middle term becomes

\[
igq\cdot4i\,\mathbf N\cdot(\mathbf S_A\times\mathbf S_B)=-4gq\,\mathbf N\cdot(\mathbf S_A\times\mathbf S_B).
\]

For the last term, \(\nu\beta\nu=2(\mathbf N\cdot\mathbf S_B)\nu-N^2\beta\), so its trace with \(\alpha\) is \(4(\mathbf N\cdot\mathbf S_A)(\mathbf N\cdot\mathbf S_B)-2N^2\,\mathbf S_A\cdot\mathbf S_B\). Collecting the terms gives

\[
E_{AB}=K\,\mathbf S_A\cdot\mathbf S_B+A\,(\mathbf N\cdot\mathbf S_A)(\mathbf N\cdot\mathbf S_B)+\mathbf D\cdot(\mathbf S_A\times\mathbf S_B),
\]

\[
K=-\frac{2J^2}{\pi}\mathrm{Im}\!\int^{E_F}\!\!(g^2-q^2N^2)\,dE,\qquad
A=-\frac{4J^2}{\pi}\mathrm{Im}\!\int^{E_F}\!\!q^2\,dE,
\]

\[
\mathbf D=\frac{4J^2}{\pi}\,\mathbf N\;\mathrm{Im}\!\int^{E_F}\!\!g\,q\,dE .
\]

The antisymmetric term is an interference between the spin-independent propagation \(g\) and the spin-turning path \(q\).

**Q.** So \(\mathbf D\) lies along \(\mathbf R_A\times\mathbf R_B\). Is that an accident of second order in \(J\)?

**A.** The derivation is of second order in \(J\), with the impurity's potential and spin-orbit coupling kept in full through the phase shifts. Symmetry gives the same direction. The plane through the impurity and the two spins is a mirror plane. A spin is an axial vector, so reflection keeps its component normal to the plane and reverses the in-plane components. The vector \(\mathbf S_A\times\mathbf S_B\) is axial too. An energy linear in it can be invariant only through its normal component, hence \(\mathbf D\parallel\pm\mathbf N\). A host crystal that breaks this mirror symmetry would remove the restriction.

As an independent test, a small cluster was diagonalized: one s orbital at each magnetic site and a d shell with spin-orbit coupling at the impurity, joined by hopping. The coupling tensor was read from energy differences for small exchange fields. In units set by the reference hopping, \(\mathbf D/J^2=(0.199,\,0.025,\,-0.124)\), where \(J\) is now an on-site energy. The trace formula gives the same vector to the digits shown. The part off the cross product is \(6\times10^{-10}\) of the whole, and \(\mathbf D\) vanishes to numerical accuracy when the spin-orbit coupling is removed.

**Q.** An energy integral over products of Hankel functions tells me little about distance. What happens far away?

**A.** Take one channel \(l\) and \(kR_A,kR_B\gg l(l+1)/2\). Then \(h_l(x)\to(-i)^{l+1}e^{ix}/x\), and the product of two such waves carries \((-i)^{2l+2}=(-1)^{l+1}\). In \(g\) I keep the direct wave; the scattered wave is smaller by a factor of order \((2l+1)|P_l(c)|\,R_{AB}/(kR_AR_B)\). With \(\tau=t_{l+}-t_{l-}\) and the perimeter \(L=R_A+R_B+R_{AB}\),

\[
g\,q\to(-1)^l\Big(\frac{m}{2\pi\hbar^2}\Big)^2\frac{\tau\,P_l'(c)}{k\,R_AR_BR_{AB}}\,e^{ikL}.
\]

The sign changed from \((-1)^{l+1}\) because \(G^0\) has a negative prefactor. Since \(dE=(\hbar^2k/m)\,dk\), the factor \(k\) cancels, and we need \(\int\tau(k)e^{ikL}dk\) up to \(k_F\).

**Q.** The far form fails at small \(k\), and your integral begins below the band bottom.

**A.** So the path has to avoid small \(k\) before the approximation is made. Energies from \(-\infty\) to \(E_F\) correspond to \(k\) coming down the imaginary axis to zero and then running along the real axis to \(k_F\). The retarded Green function has no poles inside the first quadrant of \(k\), and the integrand decays there because the spins lie outside the impurity. The path can be moved to \(k=k_F+iy\), with \(y\) falling from infinity to zero. On it \(|k|\ge k_F\), and

\[
\int\tau\,e^{ikL}dk=-i\,e^{ik_FL}\int_0^\infty\tau(k_F+iy)\,e^{-yL}dy\simeq\frac{\tau(k_F)\,e^{ik_FL}}{iL}.
\]

The last step needs \(\tau\) to vary little over a range \(1/L\) in \(k\), which is an energy range \(\hbar v_F/L\), where \(v_F=\hbar k_F/m\). Next,

\[
\tau=\frac{e^{2i\delta_+}-e^{2i\delta_-}}{2i}=e^{i(\delta_++\delta_-)}\sin(\delta_+-\delta_-),
\]

and \(\mathrm{Im}(z/i)=-\mathrm{Re}\,z\). The constants combine as \((4J^2/\pi)\,(m/4\pi^2\hbar^2)=mJ^2/\pi^3\hbar^2\). Therefore

\[
\mathbf D=(-1)^{l+1}\frac{mJ^2}{\pi^3\hbar^2}\,
\frac{P_l'(c)\,\sin(\delta_+-\delta_-)\cos(k_FL+\delta_++\delta_-)}{R_AR_BR_{AB}\,L}\;\mathbf n_A\times\mathbf n_B .
\]

For a d-wave impurity, \(l=2\) and \(P_2'(c)=3c\):

\[
\mathbf D=-\frac{3mJ^2}{\pi^3\hbar^2}\,
\frac{\sin(\delta_+-\delta_-)\cos(k_FL+\delta_++\delta_-)}{R_AR_BR_{AB}\,L}\,
(\mathbf n_A\cdot\mathbf n_B)\,(\mathbf n_A\times\mathbf n_B).
\]

**Q.** I would have expected only \(R_AR_BR_{AB}\) in the denominator, one distance for each leg. Does the perimeter really belong there too?

**A.** For this model the perimeter belongs there. Three legs of propagation give three inverse distances, and the sharp upper limit of the energy integral gives \(1/L\). Enlarging the triangle at fixed shape thus weakens the envelope as the inverse fourth power of its size. In the numerical energy integral, doubling the triangle from 16 to 32 times the size used below gives a decay exponent of 3.995.

**Q.** Does the factor \(\mathbf n_A\cdot\mathbf n_B\) hold for any heavy impurity?

**A.** No. It comes from \(P_l'(c)\), which is odd in \(c\) for even \(l\), so among the low partial waves it marks d-wave scattering. For p waves \(P_1'=1\), and the far law has a positive prefactor and no such factor. At a right angle the d-wave coupling vanishes because \(P_2'(0)=0\), and the cluster confirms this. A p-wave impurity need not give zero there. For any \(l\) the coupling vanishes when the impurity and both spins lie on one line, since then \(\mathbf N=0\).

**Q.** Where does "heavy" enter? I see only phase shifts.

**A.** Through their difference. Suppose the d electrons form a resonance at \(E_d\) of half-width \(\Delta\), with coupling \(\lambda\,\mathbf l\cdot\mathbf s\). The eigenvalues of \(\mathbf l\cdot\mathbf s\) are \(1\) for \(j=\tfrac52\) and \(-\tfrac32\) for \(j=\tfrac32\), so

\[
\cot\delta_\pm=\frac{E_\pm-E_F}{\Delta},\qquad E_+=E_d+\lambda,\quad E_-=E_d-\tfrac32\lambda .
\]

Differentiation gives \(-d\delta/\sin^2\delta=dE_\pm/\Delta\). To first order in \(\lambda/\Delta\),

\[
\delta_+-\delta_-=-\frac{5\lambda}{2\Delta}\sin^2\delta,\qquad \delta_++\delta_-\simeq2\delta .
\]

The correction to the sum is itself linear in \(\lambda\), and would change \(\mathbf D\) only at second order. Hence

\[
\mathbf D\simeq\frac{15\,mJ^2}{2\pi^3\hbar^2}\,\frac{\lambda}{\Delta}\,
\frac{\sin^2\delta\,\cos(k_FL+2\delta)}{R_AR_BR_{AB}\,L}\,c\,\mathbf N .
\]

Each of the ten d channels holds \(\delta/\pi\) electrons, so a resonance with \(Z_d\) electrons has \(\delta=\pi Z_d/10\). As long as \(\lambda\ll\Delta\), the coupling at given filling, width and geometry grows linearly with \(\lambda\) as the impurity gets heavier. At given \(\lambda/\Delta\), the factor \(\sin^2\delta\) is 0.10 for \(Z_d=1\) or 9, 0.65 for 3 or 7, and 1 for a half-filled shell. This form also needs \(\Delta\gg\hbar v_F/L\); otherwise \(\tau\) changes too quickly near \(E_F\).

**Q.** Give me a magnitude, with the arithmetic.

**A.** Take round model parameters: \(k_F=1.3\) Å\(^{-1}\), \(J=20\) eV Å\(^3\), \(R_A=8\) Å, \(R_B=10\) Å and an angle of 60°. The impurity is an attractive shell of radius \(a=1.5\) Å acting on d waves. Its potential is \(-(\hbar^2/2ma)\,s\,\delta(r-a)\), with \(s=3.0-0.1\,\mathbf l\cdot\mathbf s\). This makes \(s=2.90\) for \(j=\tfrac52\) and 3.15 for \(j=\tfrac32\). Matching the waves across the shell gives \(\delta_+=51.86^\circ\) and \(\delta_-=68.07^\circ\), so \(\sin(\delta_+-\delta_-)=-0.2792\).

The third side is \(R_{AB}=\sqrt{64+100-80}=9.165\) Å, and \(L=27.165\) Å. The phase is \(k_FL+\delta_++\delta_-=37.408\) rad, with cosine 0.9579. With \(\hbar^2/m=7.620\) eV Å\(^2\), the prefactor \(3mJ^2/\pi^3\hbar^2\) is 5.079 eV Å\(^4\). Along the unit normal,

\[
D=-5.079\times\frac{(-0.2792)(0.9579)(0.5)(0.8660)}{8\times10\times9.165\times27.165}\ \text{eV}
=29.5\ \mu\text{eV}.
\]

The full energy integral gives \(D=26.7\ \mu\)eV, or 0.31 K in temperature units. These are second-order values. The expansion parameter \(mk_FJ/2\pi\hbar^2\) is 0.54 here, which is not small. The numbers therefore illustrate the second-order formulas and should not be read as predictions for a real pair at this \(J\). Higher orders of a point contact need a regularization. If the divergent real part of \(G\) at each spin is absorbed into \(J\), summing the repeated scattering lowers \(D\) to about 16 μeV at this \(J\). For smaller \(J\) the second-order energies scale as \(J^2\) and become more reliable.

**Q.** The far law is only eleven per cent above the full integral. Then it is already good at 8 Å?

**A.** Less good than it looks. Before the imaginary part is taken, the energy integral is a complex number, and the far law misses it by 54% of its magnitude. The main cause can be traced. The full d wave is

\[
h_2(x)=\frac{i\,e^{ix}}{x}\Big(1+\frac{3i}{x}-\frac{3}{x^2}\Big).
\]

At \(x=10.4\) and \(x=13\) the two brackets multiply to about \(0.89+0.51i\), which has magnitude 1.02 and phase 0.52 rad. The far law therefore has nearly the right size but a wrong phase. Here the phase, reduced by \(12\pi\), is \(-0.29\) rad, and the correction moves it to \(+0.23\) rad. Both lie near the top of the cosine, so \(D\) hardly notices.

Keeping the full \(g\) and \(h_2\) at \(k_F\), and using only the endpoint step, lowers the complex error to 11%, although \(D\) itself stays at 29.6 μeV. For a triangle 32 times larger, the errors are 1.7% for the far law and 0.5% for the endpoint formula.

**Q.** Does that phase error ever matter for the sign?

**A.** It does at 150°, with \(R_A\) and \(R_B\) unchanged. The far phase is then 4.12 rad after removing full turns, with cosine \(-0.56\), and the far law predicts a positive \(D\). The full integral gives \(-2.9\ \mu\)eV. The same 0.52 rad brings the phase to 4.64 rad, just short of the zero of the cosine at \(3\pi/2=4.71\). The scattered wave in \(g\), which the far law drops, carries it across: at this angle it has 45% of the size of the direct wave and adds about 0.44 rad.

At 120° the integral gives \(+10.1\ \mu\)eV, the same sign as at 60°, although \(c\) has changed sign. The longer third side has made the cosine negative as well. The angle therefore acts both through \(c\,\mathbf N\) and through the perimeter.

**Q.** What would the two spins do with 26.7 μeV?

**A.** Compare it with the isotropic coupling, \(K=188\ \mu\)eV, which is positive and favours antiparallel spins. For spins in the plane normal to \(\mathbf N\), let \(\theta\) be the angle from \(\mathbf S_A\) to \(\mathbf S_B\), counted positive about \(\mathbf N\). Then

\[
E=K\cos\theta+D\sin\theta=\sqrt{K^2+D^2}\,\cos(\theta-\phi),\qquad \tan\phi=\frac DK .
\]

The minimum is at \(\theta=180^\circ+\phi\) with \(\phi=8.1^\circ\). Its energy is \(-190\ \mu\)eV. Antiparallel spins along the normal reach only \(-188\ \mu\)eV, since the symmetric anisotropy \(AN^2\) is just \(-0.1\ \mu\)eV. The pair thus lies in the plane and is canted by 8° from antiparallel. The angle is this large because \(K\) is near a zero of its own oscillation, whose envelope is about 680 μeV; the ratio of the envelopes of \(D\) and \(K\) corresponds to only about 2°. With \(R_B=10.2\) Å the canting is 3°, and with \(R_B=9.8\) Å the sign of \(K\) has already changed. This holds at second order in \(J\), for an isolated pair without other anisotropies.

**Q.** And is the promised linear trend visible?

**A.** Write the shell strength as \(s=3.0-\eta\,\mathbf l\cdot\mathbf s\). The ratio \(D/\eta\) is 269 μeV at \(\eta=0.025\) and at 0.05, 267 μeV at 0.1, and 254 μeV at 0.2. At this angle linearity is good to about 1% up to the value used here, and \(D\) falls 6% short of it at twice that value. The geometry flatters the result: near the top of the cosine the change of phase with \(\eta\) hardly shows. At \(\eta=0.1\), \(D/\eta\) differs from its value at \(\eta=0.01\) by \(-10\%\) at 30°, \(+6\%\) at 120° and \(+16\%\) at 150°.

**Q.** When should I distrust all this?

**A.** Distrust the far law when \(k_FR\) is not large compared with 3, when the phase shifts vary over \(\hbar v_F/L\), or near a zero of the cosine. The energy integral survives those cases, but it has limits of its own. It assumes weak exchange, \(mk_FJ/2\pi\hbar^2\ll1\), a free-electron host without spin-orbit coupling, and spins that cause no ordinary potential scattering. It also treats the electrons as independent and at zero temperature. Thermal smearing spreads the phase \(kL\) over a range of order \(k_BTL/\hbar v_F\), with \(k_B\) Boltzmann's constant. This leaves the phase of the oscillation nearly unchanged but damps its amplitude, roughly by \(x/\sinh x\) with \(x=\pi k_BTL/\hbar v_F\), so the ratio must stay small. With a real band structure, the single \(k_F\) and the spherical waves have to be replaced, and the direction of \(\mathbf D\) is then restricted only by whatever symmetry the three sites and the crystal still share.

## Computed results

```
CLUSTER TEST (energies in units of the reference hopping)
D/J^2 by diagonalization, x y z: [ 0.199033  0.024879 -0.124395]
D/J^2 from g and q,       x y z: [ 0.199033  0.024879 -0.124396]
part of D off the cross product, relative: 5.9e-10
|D| at 90 deg / |D| at general angle: 4.8e-09
|D| without spin-orbit / |D| with it: 3.4e-09
Born integral against partial waves, relative error: 4.2e-11
WORKED EXAMPLE, INPUT
k_F = 1.3 1/angstrom, J = 20.0 eV angstrom^3
R_A = 8.0 angstrom, R_B = 10.0 angstrom, angle = 60.0 deg
shell radius = 1.5 angstrom, s0 = 3.0, eta = 0.1
INTERMEDIATE VALUES
hbar^2/m = 7.6200 eV angstrom^2, E_F = 6.439 eV
R_AB = 9.1652 angstrom, perimeter L = 27.1652 angstrom
shell strengths: j=5/2 2.900, j=3/2 3.150
phase shifts: j=5/2 51.863 deg, j=3/2 68.074 deg
sin(dp-dm) = -0.27919
k_F L + dp + dm = 37.4080 rad, cosine = 0.95792
3 m J^2/(pi^3 hbar^2) = 5.0790 eV angstrom^4
RESULTS (D is the component along n_A x n_B / |n_A x n_B|)
D, full energy integral = 26.6799 microeV = 309.607 mK
D, far law = 29.5300 microeV
D, endpoint with full g and h_2 = 29.5888 microeV
isotropic coupling K of K S_A.S_B = 187.9762 microeV
symmetric anisotropy along the normal = -0.10505 microeV
canting angle arctan|D/K| = 8.078 deg
SIZE OF TRIANGLE: scale, error of far law, error of endpoint formula
   1  0.5411  0.1086  (relative, complex amplitude)
   2  0.2877  0.0652  (relative, complex amplitude)
   4  0.1309  0.0393  (relative, complex amplitude)
   8  0.0708  0.0186  (relative, complex amplitude)
  16  0.0315  0.0101  (relative, complex amplitude)
  32  0.0172  0.0050  (relative, complex amplitude)
decay exponent between scales 16 and 32 = 3.9952
ANGLE (deg) and D (microeV), R_A and R_B fixed
   30  27.9202
   60  26.6799
   90  0.0000
  120  10.1310
  150  -2.8912
SPIN-ORBIT STRENGTH eta, D (microeV), D/eta (microeV)
  0.025  6.7313  269.254
  0.050  13.4543  269.086
  0.100  26.6799  266.799
  0.200  50.8216  254.108
RESONANCE FILLING Z_d and sin^2(pi Z_d/10)
  1: 0.0955, 3: 0.6545, 5: 1.0000, 7: 0.6545, 9: 0.0955
```
